\section*{Migration-enhanced copper limiting current in a copper sulfate and sulfuric acid film}

\section{The physical situation}

A copper cathode in an acid copper sulfate bath removes copper ions from the liquid next to it. Stirring keeps the bulk uniform, but close to the metal the ions must cross a thin, nearly still layer. As the current is raised, the copper concentration at the metal falls, and the current reaches a limit when that concentration reaches zero.

If diffusion alone carried copper ions across a layer of thickness $\delta$, the limiting current density would be
\begin{equation}
i_{\rm D}=\frac{2FDc}{\delta},
\end{equation}
where $c$ is the bulk copper concentration, $D$ the copper-ion diffusivity, $F$ the Faraday constant, and $2$ the ionic charge number. But the ions also feel the electric field in the liquid, which pulls copper toward the cathode. How much this adds depends on the acid.

\section{Model and conventions}

Let $x=0$ be the cathode surface and $x=\delta$ the edge of the uniform bath. The bath contains copper sulfate at concentration $c$ and sulfuric acid at concentration $a$. In the model both dissociate fully into Cu$^{2+}$, H$^+$ and SO$_4^{2-}$, with concentrations $c_1,c_2,c_3$. At the bath edge
\begin{equation}
c_1=c,\qquad c_2=2a,\qquad c_3=a+c .
\end{equation}
The solution is treated as dilute and the diffusivities as constant. The film is steady, one-dimensional and free of flow, and only copper reacts at the cathode.

Let $\Phi$ be the electric potential in the liquid, $R$ the gas constant and $T$ the temperature. Define $\phi=F\Phi/RT$, with $\phi(\delta)=0$. A prime means $d/dx$. The flux of ion $k$, with charge number $z_k$, in the direction of increasing $x$ is
\begin{equation}
N_k=-D_k\left(c_k'+z_kc_k\phi'\right),\qquad D_1=D .
\end{equation}
The first term is diffusion, the second migration. Copper moves toward smaller $x$, so we use the positive quantity $J=-N_1$. The magnitude of the current density is $i=2FJ$.

The film is much thicker than the Debye screening length, so it is taken as electrically neutral:
\begin{equation}
2c_1+c_2-2c_3=0. \label{neutral}
\end{equation}
Neutrality does not mean zero field: a very small net charge suffices to maintain $\phi'$.

\section{The ions that do not react}

In steady state, and without reactions in the liquid, each ion satisfies $N_k'=0$. Hydrogen and sulfate ions cannot pass through the cathode, so their fluxes vanish at $x=0$ and therefore throughout the film:
\begin{equation}
c_2'+c_2\phi'=0,\qquad c_3'-2c_3\phi'=0 .
\end{equation}
Their diffusivities have divided out. In this flow-free film they affect how the steady state is approached, but not the steady profiles.

Dividing by $c_2$ and $c_3$ gives $(\ln c_2)'=-\phi'$ and $(\ln c_3)'=2\phi'$. Integrate from the bath edge and write $u=e^\phi$:
\begin{equation}
c_2=\frac{2a}{u},\qquad c_3=(a+c)u^2. \label{boltz}
\end{equation}
Neutrality then fixes the copper concentration:
\begin{equation}
c_1=c_3-\frac{c_2}{2}=(a+c)u^2-\frac{a}{u}. \label{copper}
\end{equation}
At $u=1$ this is $c$, as required. It increases with $u$, so depletion of copper means $u<1$: the liquid at the cathode is at a lower potential than the bath.

\section{A sum that removes the field}

The copper flux equation is
\begin{equation}
\frac{J}{D}=c_1'+2c_1\phi'. \label{cuflux}
\end{equation}
Add to it the two zero-flux equations:
\begin{equation}
\frac{J}{D}=(c_1+c_2+c_3)'+(2c_1+c_2-2c_3)\phi' .
\end{equation}
The second bracket vanishes by \eqref{neutral}. With $S=c_1+c_2+c_3$,
\begin{equation}
S'=\frac{J}{D},\qquad \frac{J\delta}{D}=S(\delta)-S(0). \label{sum}
\end{equation}
The total ion concentration is linear in $x$, although the separate concentrations are generally curved. From \eqref{boltz} and \eqref{copper},
\begin{equation}
S=(a+c)u^2-\frac au+\frac{2a}{u}+(a+c)u^2
=2(a+c)u^2+\frac au .
\end{equation}
At the bath edge $S(\delta)=2c+3a$. If $u_0$ is the value of $u$ at the cathode, the flux below or at the limit is
\begin{equation}
\frac{J\delta}{D}=2c+3a-2(a+c)u_0^2-\frac{a}{u_0}. \label{belowlimit}
\end{equation}

\section{The limiting current}

For $a>0$, setting $c_1(0)=0$ in \eqref{copper} gives $(a+c)u_0^3=a$, so
\begin{equation}
u_0=q,\qquad q=\left(\frac{a}{a+c}\right)^{1/3}.
\end{equation}
This is the largest current in the model. A non-negative copper concentration requires $u_0\ge q$, and there
\begin{equation}
\frac{dS}{du}=4(a+c)u-\frac{a}{u^2}
=\frac{4(a+c)u^3-a}{u^2}>0,
\end{equation}
because $(a+c)u^3\ge a$. The smallest allowed $u_0$ thus gives the smallest $S(0)$ and the largest flux.

At the wall $a/q=(a+c)q^2$, so the two terms of $S$ combine:
\begin{equation}
S(0)=3(a+c)q^2=3a^{2/3}(a+c)^{1/3}.
\end{equation}
Define $E=i_{\rm lim}/i_{\rm D}=J\delta/(Dc)$ and $s=a/c$. Dividing \eqref{sum} by $c$ yields
\begin{equation}
E=2+3s-3s^{2/3}(1+s)^{1/3}. \label{factor}
\end{equation}

For large $s$ this form subtracts nearly equal numbers. To avoid that, use $s=q^3/(1-q^3)$ and $1+s=1/(1-q^3)$:
\begin{align}
E&=2+\frac{3q^3-3q^2}{1-q^3}
=\frac{2-3q^2+q^3}{1-q^3}\nonumber\\
&=\frac{(1-q)(2+2q-q^2)}{(1-q)(1+q+q^2)}
=\frac{2+2q-q^2}{1+q+q^2}. \label{qform}
\end{align}
The limiting current is therefore
\begin{equation}
\boxed{\,i_{\rm lim}=\frac{2FDc}{\delta}\,
\frac{2+2q-q^2}{1+q+q^2}\, }.
\end{equation}

\section{No acid, and much acid}

\paragraph{No acid.}
When $a=0$, neutrality makes $c_1=c_3$. The sulfate equation becomes $c_1'=2c_1\phi'$, so diffusion and migration contribute equally to \eqref{cuflux}:
\begin{equation}
J=2Dc_1',\qquad J_{\rm lim}=\frac{2Dc}{\delta}.
\end{equation}
The limiting current is twice $i_{\rm D}$, in agreement with $E(q=0)=2$. The reason is the sulfate ion. Its concentration gradient drives it toward the cathode, and a field must hold it back. The same field pulls copper forward.

\paragraph{A little acid.}
For small $s$, $q\simeq s^{1/3}$. Equation \eqref{qform} then gives
\begin{equation}
E=2-3q^2+O(q^3)\simeq2-3s^{2/3}.
\end{equation}
The fractional power makes the first additions of acid effective. Equation \eqref{qform} gives $E=1.973$, $1.890$ and $1.633$ at $s=0.001$, $0.01$ and $0.1$.

\paragraph{Much acid.}
For large $s$,
\begin{align}
s^{2/3}(1+s)^{1/3}&=s\left(1+\frac1s\right)^{1/3}\nonumber\\
&=s+\frac13-\frac{1}{9s}+O(s^{-2}),
\end{align}
so $E\simeq1+1/(3s)$. The abundant inert ions need only a small field to remain in balance, and copper moves mainly by diffusion.

Between these limits $E$ falls steadily. Differentiating \eqref{qform},
\begin{align}
\frac{dE}{dq}&=\frac{(2-2q)(1+q+q^2)-(2+2q-q^2)(1+2q)}{(1+q+q^2)^2}\nonumber\\
&=\frac{2-2q^3-(2+6q+3q^2-2q^3)}{(1+q+q^2)^2}
=-\frac{3q(2+q)}{(1+q+q^2)^2},
\end{align}
which is negative for $q>0$. At fixed $c$, $D$ and $\delta$, acid in this fully dissociated model lowers the limiting current, by at most half.

\section{Where migration acts}

To find the field, differentiate \eqref{neutral} and insert $c_1'=J/D-2c_1\phi'$, $c_2'=-c_2\phi'$ and $c_3'=2c_3\phi'$:
\begin{equation}
\frac{2J}{D}=(4c_1+c_2+4c_3)\phi'.
\end{equation}
The fraction of the copper flux carried by migration is
\begin{equation}
m=\frac{2Dc_1\phi'}{J}=\frac{4c_1}{4c_1+c_2+4c_3}.
\end{equation}
Without acid it is one half at every point where $c_1>0$. With acid present, at the limiting current, it vanishes at the cathode because $c_1$ does. Diffusion carries the whole flux there, with a copper gradient $J/D=Ec/\delta$, steeper than $c/\delta$.

The film average follows by integrating \eqref{cuflux}. The concentration rises by $c$, so diffusion accounts for a fraction $Dc/(J\delta)=1/E$, and
\begin{equation}
\frac1\delta\int_0^\delta m\,dx=1-\frac1E .
\end{equation}

The potential difference across the film is
\begin{equation}
\Phi(\delta)-\Phi(0)=-\frac{RT}{F}\ln q
=\frac{RT}{3F}\ln\frac{a+c}{a}.
\end{equation}
It grows without bound as $a\to0$, while the current tends to a finite value. At the acid-free limit all ion concentrations vanish at the wall. The local screening length then diverges, so neutrality fails in a region near the wall.

\section{Which diffusivity is the reference?}

The factor two refers to the copper-ion diffusivity $D$. A concentration gradient of copper sulfate relaxing without current is governed by another quantity. Let $C=c_1=c_3$ and let $D_3$ be the sulfate diffusivity. With no current, both ions have the same flux $N$. Multiply the copper flux equation by $D_3$, the sulfate one by $D$, and add; the field cancels:
\begin{equation}
(D+D_3)N=-2DD_3C',\qquad D_{\rm s}=\frac{2DD_3}{D+D_3}.
\end{equation}
In a uniform solution copper carries the fraction $t_+=D/(D+D_3)$ of the current. With both a gradient and a current, eliminating the field from the two flux equations gives the copper flux toward the cathode as a salt-diffusion part plus this share of the current, $J=D_{\rm s}C'+t_+i/(2F)$. In the steady film only copper carries current, so $i=2FJ$ and $J=D_{\rm s}C'/(1-t_+)$. The coefficient is
\begin{equation}
\frac{D_{\rm s}}{1-t_+}
=\frac{2DD_3}{D+D_3}\,\frac{D+D_3}{D_3}=2D .
\end{equation}
The salt description gives the same limiting current, but its ratio to a current computed with $D_{\rm s}$ is not generally two.

\section{Two plating baths}

Take $T=298.15$ K, $D=5.0\times10^{-6}$ cm$^2$/s and $\delta=50\,\mu$m for both baths. The low-acid bath has $c=0.60$ and $a=0.10$ mol/L.

Here $q=(0.10/0.70)^{1/3}=0.523$, and
\begin{equation}
E=\frac{2+2(0.5228)-0.5228^2}{1+0.5228+0.5228^2}=1.54 .
\end{equation}
Since $0.60$ mol/L is $6.0\times10^{-4}$ mol/cm$^3$ and $50\,\mu$m is $5.0\times10^{-3}$ cm,
\begin{align}
i_{\rm D}&=\frac{2(96485)(5.0\times10^{-6})(6.0\times10^{-4})}{5.0\times10^{-3}}\ {\rm A/cm^2}\nonumber\\
&=116\ {\rm mA/cm^2}.
\end{align}
Multiplication by $E$ gives $i_{\rm lim}=179$ mA/cm$^2$, or about $1790$ A/m$^2$. The same copper concentration without acid would give $232$ mA/cm$^2$.

At the wall the hydrogen-ion concentration is $2a/q=0.383$ mol/L, above its bulk value of $0.20$. Sulfate falls from $0.70$ to $0.191$ mol/L. The potential difference is $16.7$ mV. Migration carries $44\%$ of the copper flux at the bath edge and $35\%$ on average.

The high-acid bath has $c=0.30$ and $a=1.80$ mol/L. Now $q=0.950$, $E=1.05$, and the current rises from $57.9$ to $60.8$ mA/cm$^2$. The potential difference is only $1.3$ mV. With full dissociation, the limiting current of the low-acid bath is $2.9$ times that of the high-acid bath: a factor $2$ comes from its copper concentration and $1.47$ from the ratio of the two $E$ values.

\section{Bisulfate changes the low-acid answer}

Sulfuric acid readily loses its first proton, but much of the second can remain bound as HSO$_4^-$. Let $K=c_{\rm H}c_{\rm S}/c_{\rm B}$ be the dissociation constant, where H, S and B denote hydrogen ion, sulfate and bisulfate.

The wall now blocks total hydrogen and total sulfate: $N_{\rm H}+N_{\rm B}=0$ and $N_{\rm S}+N_{\rm B}=0$. Put $g_k=(\ln c_k)'+z_k\phi'$, so that $N_k=-D_kc_kg_k$. Rapid local equilibrium gives $g_{\rm B}=g_{\rm H}+g_{\rm S}$. Multiply the two flux conditions by $g_{\rm H}$ and $g_{\rm S}$ and add:
\begin{equation}
N_{\rm H}g_{\rm H}+N_{\rm S}g_{\rm S}+N_{\rm B}g_{\rm B}
=-\sum_k D_kc_kg_k^2=0 .
\end{equation}
Every term in the sum is non-negative, so each $g_k$, and hence each separate flux, is zero.

Let $h,\sigma,b$ be the bulk concentrations of H$^+$, SO$_4^{2-}$ and HSO$_4^-$. Then $h=2a-b$, $\sigma=a+c-b$ and $h\sigma=Kb$. In the film they become $h/u$, $\sigma u^2$ and $bu$. Neutrality with zero copper at the wall gives
\begin{equation}
2\sigma u_0^3+bu_0^2=h .
\end{equation}
The sum argument is unchanged, so
\begin{equation}
E=\frac{c+h+\sigma+b-h/u_0-\sigma u_0^2-bu_0}{c}.
\end{equation}

The equations for $b$ and $u_0$ were solved by bracketed root finding, for two rough values of $K$: $0.01$ mol/L, near the dilute-solution constant, and $0.1$ mol/L, to represent weaker binding in a concentrated bath. For the low-acid bath they give $E=2.07$ and $1.88$, with currents of $239$ and $218$ mA/cm$^2$. These are $34\%$ and $22\%$ above the fully dissociated result. For the high-acid bath $E$ becomes $1.17$ and $1.15$, about $10\%$ above it; a larger $K$, which may suit such concentrated acid better, would make this increase smaller.

A value above two has a simple origin. Let $K\to0$ with $a<c$. Then $h\to0$, $b\to2a$ and $\sigma\to c-a$. With no free hydrogen ions, all anions vanish at the wall together with copper, and
\begin{equation}
E\to\frac{c+(c-a)+2a}{c}=2+\frac ac .
\end{equation}
In this limit acid raises the current. The rule that acid lowers it, derived for full dissociation, therefore need not hold when bisulfate forms. Whether it fails depends on $K$ and on $a/c$. At $c=0.60$ mol/L and $K=0.01$ mol/L, $E$ rises to about $2.18$ at $a=0.4$ mol/L and falls to $1.62$ at $a=1.0$ mol/L. At $K=0.1$ mol/L it still falls as acid is added, only more slowly than with full dissociation.

\section{The model beside a real bath}

The compositions above are rough representatives of low-acid and high-acid copper plating baths, and the film thickness is a rough value for a stirred bath. Real baths also contain additives that affect the electrode reaction. Copper and sulfate ions can form neutral pairs, on which the field exerts no net force; the model omits them. If pairs form and break rapidly, they lower the acid-free factor below two when they diffuse more slowly than the salt diffusivity $D_{\rm s}$, and raise it when they diffuse faster. For the low-acid bath, full dissociation is a poor assumption, and $179$ mA/cm$^2$ is a model value rather than a prediction. Other assumptions also matter.

\paragraph{Activity.}
In an acid-free film, let non-ideal behaviour replace $(\ln C)'$ by $(\ln\gamma_kC)'$ in the driving force on ion $k$, where $\gamma_k$ is its activity coefficient. Then $J/(DC)=(\ln\gamma_1C)'+2\phi'$ for copper and $0=(\ln\gamma_3C)'-2\phi'$ for sulfate. Adding these gives $J=2DC'(1+d\ln\gamma/d\ln C)$, where $\gamma=(\gamma_1\gamma_3)^{1/2}$ is the mean ionic activity coefficient. A rough estimate is the G\"untelberg formula $\ln\gamma=-4A\sqrt I/(1+\sqrt I)$, with $I=4C$ in mol/L. Here $A$ is the Debye--H\"uckel constant for natural logarithms, calculated for water of relative permittivity $78.4$. Numerical averaging of the bracket from $C=0$ to $0.60$ mol/L gives $0.44$. The formula is being used beyond its dilute range, so this shows that the correction can be large, not its accurate size. A diffusivity fitted to measured fluxes may already contain part of it.

\paragraph{Variable diffusivity.}
If $D$ varies with position, integrating $S'=J/D(x)$ replaces $D$ by its harmonic mean. For a linear change from $7.0\times10^{-6}$ cm$^2$/s at the wall to $5.0\times10^{-6}$ at the bath edge, the mean is $2.0\times10^{-6}/\ln1.4=5.9\times10^{-6}$ cm$^2$/s. The current rises by $19\%$; $E$ is unchanged if $i_{\rm D}$ uses the same mean.

\paragraph{Flow.}
Near a solid wall in laminar flow, let the velocity toward the wall be $\beta x^2$. Then $DC''=-\beta x^2C'$ and $C'\propto\exp(-\beta x^3/3D)$, so the film thickness scales as $D^{1/3}$. For an acid-free salt the relevant diffusivity is $D_{\rm s}$. With $D_3=7.5\times10^{-6}$ cm$^2$/s, $D_{\rm s}=6.0\times10^{-6}$ cm$^2$/s and the film is $1.063$ times thicker than for diffusion with $D$. In the same flow the factor two becomes $2/1.063=1.88$. With acid present, flow has a further effect: the hydrogen and sulfate fluxes vanish at the wall but not throughout the film, so their diffusivities no longer drop out. For the fully dissociated low-acid bath, with this $D_3$ and a hydrogen-ion diffusivity of $12D$, solving the three-ion equations with this flow gives $E\approx1.42$ instead of $1.54$, where $i_{\rm D}$ is the diffusion-only current in the same flow. The bisulfate values of the previous section are likewise those of a flow-free film. In this flow, with a bisulfate diffusivity of $1.9D$, the low-acid bath has $E\approx1.93$ and $1.75$ for $K=0.01$ and $0.1$ mol/L, so both lie below two. The high-acid bath has $E\approx1.11$ and $1.10$ against $1.04$ for full dissociation, an increase of $6$ to $7\%$ rather than $10\%$.

\paragraph{Smaller effects.}
The growing metal surface advances at speed $JV$, where $V\approx7.1$ cm$^3$/mol is the molar volume of copper. Compared with the diffusion speed $D/\delta$, this is $EcV=0.007$ in the low-acid bath. The Debye length from the wall concentrations is about $0.4$ nm, far below $50\,\mu$m, which supports neutrality there.

Hydrogen evolution could add another current. With a rough copper standard potential of $0.34$ V, hydrogen at 1 bar and ideal activities, equating the two electrode potentials gives $c_1=c_2^2\exp[-2F(0.34\,{\rm V})/RT]$, with concentrations in mol/L. At the low-acid wall this is about $5\times10^{-13}$ mol/L. This tiny value applies only if the copper reaction stays close to equilibrium. Depositing copper at a finite rate requires an additional negative potential, so hydrogen evolution can become thermodynamically possible while much more copper remains at the wall. Whether it then contributes noticeably depends on its own kinetics. A cathode driven further can pass a hydrogen current, and the measured total would then exceed the copper limit.
